# Proton tunnelling through an Eckart barrier: limits of two curvature formulas: a numerical check

```python
"""Thermal tunnelling through V(x) = V0 / cosh(x/a)^2, compared with
Wigner's factor 1 + u^2/24 and the infinite parabola (u/2)/sin(u/2).
hw = hbar*omega from the barrier-top curvature, u = hw/(k T),
alpha = 2 pi V0/hw, g = V0/(k T) = alpha u/(2 pi), y = sqrt(E/V0),
delta = sqrt(alpha^2 - pi^2/4), Tc = hw/(2 pi k).
kappa = (1/kT) integral_0^inf P(E) exp((V0-E)/kT) dE.
Result under test: P = sinh(alpha y)^2/(sinh(alpha y)^2+cosh(delta)^2),
and the limits of kappa that show where the two approximations fail.
Energies are in eV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq

pi = np.pi
kB = const.k / const.e


def kinetic_constant(mass):
    """hbar^2/(2 mass) in eV nm^2."""
    return const.hbar**2 / (2 * mass) / const.e * 1e18


def barrier_numbers(height, width, kinetic):
    quantum = 2 * np.sqrt(height * kinetic) / width
    return quantum, 2 * pi * height / quantum


def eckart_transmission(y, alpha):
    """Overflow-safe form of the Eckart transmission."""
    phase = alpha * y
    delta = np.sqrt(alpha**2 - pi**2 / 4)
    growth = np.exp(np.minimum(2 * delta - 2 * phase, 700.0))
    return (1 - np.exp(-2 * phase))**2 / (
        1 + np.exp(-4 * phase) + growth * (1 + np.exp(-4 * delta)))


def kappa_eckart(u, alpha, points=20001):
    g = alpha * u / (2 * pi)
    y = np.linspace(0, np.sqrt(1 + 45 / g), points)
    flux = 2 * g * y * eckart_transmission(y, alpha) * np.exp(g * (1 - y*y))
    return trapezoid(flux, y)


def kappa_wigner(u):
    return 1 + u**2 / 24


def kappa_parabola(u):
    return (u / 2) / np.sin(u / 2)


def first_order_ratio(u, alpha):
    """Eckart/parabola ratio through order 1/alpha."""
    z = u / 2
    cot = 1 / np.tan(z)
    return 1 + pi / (2 * alpha) * cot * (1 - z * cot)


def numerov_transmission(energy, potential, drop, width, kinetic):
    """Transmission by integrating the Schroedinger equation leftward."""
    x = np.linspace(-12 * width, 12 * width, 4801)
    h = x[1] - x[0]
    v = potential(x)
    k_left = np.sqrt(energy / kinetic)
    k_right = np.sqrt((energy + drop) / kinetic)

    def weight(i):
        return 1 - h**2 * (v[i] - energy) / (12 * kinetic)

    psi_next = np.ones(len(energy), dtype=complex)
    psi = np.exp(-1j * k_right * h)
    w_next, w_here = weight(-1), weight(-2)
    for i in range(len(x) - 3, -1, -1):
        w_prev = weight(i)
        psi_prev = ((12 - 10 * w_here) * psi - w_next * psi_next) / w_prev
        psi_next, psi = psi, psi_prev
        w_next, w_here = w_here, w_prev
    incoming = (psi_next - psi * np.exp(-1j * k_left * h)) / (
        2j * np.sin(k_left * h))
    return k_right / k_left / np.abs(incoming)**2


def kappa_numerov(potential, drop, top, temperature, width, kinetic):
    g = top / (kB * temperature)
    y = np.linspace(0, np.sqrt(1 + 30 / g), 351)[1:]
    p = numerov_transmission(top * y**2, potential, drop, width, kinetic)
    flux = 2 * g * y * p * np.exp(g * (1 - y**2))
    return trapezoid(np.r_[0, flux], np.r_[0, y])


# Round model parameters for the worked example
V0, a, T_bath = 0.40, 0.040, 298.15
c_H = kinetic_constant(const.m_p)
hw, alpha = barrier_numbers(V0, a, c_H)
delta = np.sqrt(alpha**2 - pi**2 / 4)
Tc = hw / (2 * pi * kB)
u_bath = hw / (kB * T_bath)
g_bath = V0 / (kB * T_bath)


def symmetric_barrier(x):
    return V0 / np.cosh(x / a)**2


# Curvature matching from finite differences
step = a * 1e-3
curvature = (symmetric_barrier(step) - 2 * symmetric_barrier(0.0)
             + symmetric_barrier(-step)) / step**2
assert abs(np.sqrt(-2 * c_H * curvature) / hw - 1) < 1e-5

# Transmission and thermal average from the differential equation
test_energy = V0 * np.array([0.2, 0.5, 0.9, 1.0, 1.3])
p_ode = numerov_transmission(test_energy, symmetric_barrier, 0, a, c_H)
p_formula = eckart_transmission(np.sqrt(test_energy / V0), alpha)
ode_error = np.max(np.abs(p_ode / p_formula - 1))
assert ode_error < 1e-4
K_bath = kappa_eckart(u_bath, alpha)
K_ode = kappa_numerov(symmetric_barrier, 0, V0, T_bath, a, c_H)
assert abs(K_ode / K_bath - 1) < 1e-4
assert abs(kappa_eckart(u_bath, alpha, 40001) / K_bath - 1) < 1e-8

# Barrier-top limit and relative thinness of the parabola
for s in (-2.0, 0.0, 2.0):
    p_top = eckart_transmission(np.sqrt(1 - s / 200), 200.0)
    assert abs(p_top - 1 / (1 + np.exp(s))) < 1 / 200
y_low = np.sqrt(0.5)
p_par_low = 1 / (1 + np.exp(alpha * (1 - y_low**2)))
p_eck_low = eckart_transmission(y_low, alpha)
thin_log = alpha * (1 - y_low)**2 - 2 * (alpha - delta)
assert abs(np.log(p_par_low / p_eck_low) - thin_log) < 0.01

# Infinite-parabola integral, split by energy


def parabola_flux(z):
    return np.exp(z) / (1 + np.exp(2 * pi * z / u_bath))


def eckart_flux(z):
    y = np.sqrt(max(0.0, 1 - z / g_bath))
    return eckart_transmission(y, alpha) * np.exp(z)


par_above = quad(parabola_flux, -45, 0, limit=200)[0]
par_middle = quad(parabola_flux, 0, g_bath, limit=200)[0]
par_negative = quad(parabola_flux, g_bath, 400, limit=400)[0]
eck_above = quad(eckart_flux, -45, 0, limit=200)[0]
eck_middle = quad(eckart_flux, 0, g_bath, limit=200)[0]
par_total = par_above + par_middle + par_negative
assert abs(par_total / kappa_parabola(u_bath) - 1) < 1e-6
assert abs((eck_above + eck_middle) / K_bath - 1) < 1e-6

# Second-order coefficient at fixed barrier height over temperature
for g in (5.0, 10.0):
    u = 0.2
    coefficient = 24 * (kappa_eckart(u, 2 * pi * g / u) - 1) / u**2
    assert abs(coefficient - (1 + 1 / g)) < 0.01

# Remainder after the 1/alpha term must fall as 1/alpha^2
for u in (3.0, 4.0):
    remainder = [kappa_eckart(u, A) / kappa_parabola(u)
                 - first_order_ratio(u, A) for A in (200.0, 400.0)]
    assert 3.5 < remainder[0] / remainder[1] < 4.5
for A in (60.0, 200.0):
    u_cross = brentq(lambda u: kappa_parabola(u) - kappa_eckart(u, A), 2, 4)
    assert abs(u_cross - pi) < 3 / A


def kappa_at_crossover(A):
    return np.exp(pi**2 / (4*A)) * (np.sqrt(pi*A) - 1 - pi**2 / (6*A))


for A in (50.0, 200.0):
    assert abs(kappa_eckart(2*pi, A) / kappa_at_crossover(A) - 1) < 1e-3

# Deep-tunnelling limit and its dominant energy
T_deep = 150.0
u_deep, g_deep = hw / (kB * T_deep), V0 / (kB * T_deep)
K_deep = kappa_eckart(u_deep, alpha)
K_deep_limit = (4 * pi / u_deep * np.sqrt(pi * g_deep)
                * np.exp(g_deep - 2 * delta + alpha**2 / g_deep))
assert abs(K_deep_limit / K_deep - 1) < 0.02
y_scan = np.linspace(0.05, 1.3, 50001)
y_peak = y_scan[np.argmax(np.log(eckart_transmission(y_scan, alpha))
                         - g_deep * y_scan**2)]
assert abs(y_peak**2 / (T_deep / Tc)**2 - 1) < 0.01

# Unique failure limits between 1.05 Tc and 6 Tc
scan = np.linspace(1.05 * Tc, 6 * Tc, 80)
u_scan = hw / (kB * scan)
K_scan = np.array([kappa_eckart(u, alpha) for u in u_scan])
ratio_W = kappa_wigner(u_scan) / K_scan
ratio_P = kappa_parabola(u_scan) / K_scan
assert np.all(ratio_W < 1)
for values in (ratio_W - 0.9, ratio_P - 1.1, ratio_P - 1):
    assert np.count_nonzero(np.diff(np.sign(values))) == 1


def failure_limits(A):
    wig = brentq(lambda u: kappa_wigner(u) / kappa_eckart(u, A) - 0.9,
                 0.3, 2 * pi)
    par = brentq(lambda u: kappa_parabola(u) / kappa_eckart(u, A) - 1.1,
                 0.3, 6.25)
    return wig, par


uW, uP = failure_limits(alpha)
u_equal = brentq(lambda u: kappa_parabola(u) - kappa_eckart(u, alpha), 2, 5)
uP_first = brentq(lambda u: 1 / first_order_ratio(u, alpha) - 1.1, pi, 4.8)

# Isotope comparison
hw_D, alpha_D = barrier_numbers(
    V0, a, kinetic_constant(const.physical_constants['deuteron mass'][0]))
K_D = kappa_eckart(hw_D / (kB * T_bath), alpha_D)

# Neglected effects, with assumed round inputs
well_quantum, friction, width_rms, drive = 0.35, 5e13, 0.003, 0.10
levels = well_quantum * (np.arange(12) + 0.5)
K_levels = well_quantum / (kB * T_bath) * np.sum(
    eckart_transmission(np.sqrt(levels / V0), alpha)
    * np.exp((V0 - levels) / (kB * T_bath)))
u_well = well_quantum / (kB * T_bath)
partition_factor = 2 * np.sinh(u_well / 2) / u_well
omega = hw * const.e / const.hbar
kramers = np.sqrt(omega**2 + friction**2 / 4) - friction / 2
nodes, weights = np.polynomial.hermite_e.hermegauss(15)
K_width = 0.0
for node, weight_value in zip(nodes, weights):
    hw_i, alpha_i = barrier_numbers(V0, a + width_rms * node, c_H)
    K_width += weight_value * kappa_eckart(hw_i / (kB * T_bath), alpha_i)
K_width /= np.sum(weights)


def driven_barrier(x):
    return symmetric_barrier(x) - drive / (1 + np.exp(-2 * x / a))


top_drive = np.max(driven_barrier(np.linspace(-2 * a, 2 * a, 40001)))
K_drive = kappa_numerov(driven_barrier, drive, top_drive, T_bath, a, c_H)

print(f"barrier height V0 = {V0:.2f} eV; width a = {a:.3f} nm")
print(f"barrier quantum hw = {hw:.4f} eV; omega = {omega:.3e} 1/s")
print(f"alpha = {alpha:.3f}; delta = {delta:.3f} (no unit)")
print(f"crossover Tc = {Tc:.1f} K; 2 Tc = {2*Tc:.1f} K")
print(f"bath T = {T_bath:.2f} K; u = {u_bath:.3f}; g = {g_bath:.3f}")
print(f"largest relative error of P against Numerov = {ode_error:.1e}")
print(f"bath kappa: formula {K_bath:.4f}; Numerov {K_ode:.4f}")
print("T (K), u, kappa Eckart, Wigner, parabola; errors W, P (%)")
for temperature in (250.0, 280.0, T_bath, 333.15, 400.0, 500.0, 700.0, 1000.0):
    u = hw / (kB * temperature)
    K, W = kappa_eckart(u, alpha), kappa_wigner(u)
    text = f"{temperature:.2f}, {u:.3f}, {K:.3f}, {W:.3f}, "
    if u < 2 * pi:
        P = kappa_parabola(u)
        text += f"{P:.3f}; {100*(W/K-1):.1f}, {100*(P/K-1):.1f}"
    else:
        text += f"divergent; {100*(W/K-1):.1f}, none"
    print(text)
print(f"Wigner 10% low at T = {hw/(kB*uW):.1f} K, u = {uW:.3f}")
print(f"parabola 10% high at T = {hw/(kB*uP):.1f} K, u = {uP:.3f}")
print(f"same limit from 1/alpha law = {hw/(kB*uP_first):.1f} K")
print(f"parabola equals Eckart at T = {hw/(kB*u_equal):.1f} K")
print("alpha; 10% limits T/Tc for Wigner, parabola (no unit)")
for A in (8.0, 12.0, 20.0, 40.0):
    wig, par = failure_limits(A)
    print(f"{A:.0f}; {2*pi/wig:.3f}, {2*pi/par:.3f}")
print(f"kappa at Tc: integral {kappa_eckart(2*pi, alpha):.4f}; "
      f"formula {kappa_at_crossover(alpha):.4f}")
print(f"at {T_deep:.0f} K: kappa {K_deep:.2f}; limit {K_deep_limit:.2f}")
print(f"at {T_deep:.0f} K: dominant E = {V0*y_peak**2:.4f} eV; "
      f"law {V0*(T_deep/Tc)**2:.4f} eV")
print(f"at E = V0/2: P Eckart {p_eck_low:.3e}; parabola {p_par_low:.3e}")
print("bath kappa parts by energy: E<0, 0<E<V0, E>V0")
print(f"parabola {par_negative:.3f}, {par_middle:.3f}, {par_above:.3f}")
print(f"Eckart 0, {eck_middle:.3f}, {eck_above:.3f}")
print(f"deuteron kappa = {K_D:.3f}; kappa H/D = {K_bath/K_D:.3f}")
print(f"assumed reactant quantum = {well_quantum:.2f} eV")
print(f"kappa from discrete levels = {K_levels:.3f}")
print(f"reactant partition factor in rate = {partition_factor:.1f}")
print(f"assumed friction = {friction:.1e} 1/s")
print(f"Kramers factor = {kramers/omega:.3f}; Tc = {Tc*kramers/omega:.1f} K")
print(f"width rms = {width_rms:.3f} nm; mean kappa = {K_width:.3f}")
print(f"driving energy = {drive:.2f} eV; top = {top_drive:.4f} eV")
print(f"kappa of driven barrier = {K_drive:.3f}")
print("tests ok")
```

It prints:

```
barrier height V0 = 0.40 eV; width a = 0.040 nm
barrier quantum hw = 0.1440 eV; omega = 2.188e+14 1/s
alpha = 17.447; delta = 17.377 (no unit)
crossover Tc = 266.0 K; 2 Tc = 532.1 K
bath T = 298.15 K; u = 5.607; g = 15.569
largest relative error of P against Numerov = 7.2e-09
bath kappa: formula 4.5937; Numerov 4.5937
T (K), u, kappa Eckart, Wigner, parabola; errors W, P (%)
250.00, 6.686, 10.001, 2.863, divergent; -71.4, none
280.00, 5.970, 5.814, 2.485, 19.142; -57.3, 229.2
298.15, 5.607, 4.594, 2.310, 8.447; -49.7, 83.9
333.15, 5.018, 3.294, 2.049, 4.242; -37.8, 28.8
400.00, 4.179, 2.246, 1.728, 2.406; -23.1, 7.1
500.00, 3.343, 1.674, 1.466, 1.680; -12.5, 0.4
700.00, 2.388, 1.309, 1.238, 1.284; -5.4, -1.9
1000.00, 1.672, 1.149, 1.116, 1.127; -2.8, -1.9
Wigner 10% low at T = 543.0 K, u = 3.078
parabola 10% high at T = 382.6 K, u = 4.369
same limit from 1/alpha law = 410.8 K
parabola equals Eckart at T = 512.8 K
alpha; 10% limits T/Tc for Wigner, parabola (no unit)
8; 2.176, 1.516
12; 2.078, 1.481
20; 2.033, 1.421
40; 2.015, 1.330
kappa at Tc: integral 7.2721; formula 7.2677
at 150 K: kappa 4611.76; limit 4618.74
at 150 K: dominant E = 0.1272 eV; law 0.1272 eV
at E = V0/2: P Eckart 4.196e-05; parabola 1.627e-04
bath kappa parts by energy: E<0, 0<E<V0, E>V0
parabola 1.266, 6.473, 0.708
Eckart 0, 3.862, 0.732
deuteron kappa = 2.087; kappa H/D = 2.202
assumed reactant quantum = 0.35 eV
kappa from discrete levels = 0.843
reactant partition factor in rate = 66.7
assumed friction = 5.0e+13 1/s
Kramers factor = 0.892; Tc = 237.4 K
width rms = 0.003 nm; mean kappa = 4.881
driving energy = 0.10 eV; top = 0.3516 eV
kappa of driven barrier = 4.498
tests ok
```
